# The Funk-Hecke Theorem and Smoothing on the Sphere

Let a function $h$ on the unit sphere be replaced by a weighted integral of its own values, with a weight $f(\mathbf n\cdot\mathbf n')$ that depends on nothing but the angle between the output direction $\mathbf n$ and the input direction $\mathbf n'$. Symmetry fixes the result when $h$ is a spherical harmonic $Y$ of degree $l$. All points of a circle centred on $\mathbf n$ carry the same weight, so the integral sees $Y$ only through its averages over such circles. Averaging about the axis $\mathbf n$ combines rotated copies of $Y$. Rotations do not change the degree, so the average is again of degree $l$, and it is axially symmetric about $\mathbf n$. Up to a factor there is one such function, the Legendre polynomial $P_l(\mathbf n\cdot\mathbf n')$. At $\mathbf n'=\mathbf n$ the circle has shrunk to a point and the average is $Y(\mathbf n)$ itself, which fixes the factor. The output must therefore be a number times $Y(\mathbf n)$, and that number can depend on $f$ and $l$ but not on the order $m$. Since solid angle is dimensionless, it has the unit of $f$.

To make this a theorem we need a condition on the kernel. Let $f$ be integrable on $[-1,1]$, meaning

$$\int_{-1}^{1}|f(t)|\,dt<\infty .$$

It may be discontinuous or unbounded. The harmonics $Y_{lm}$ are taken orthonormal with the Condon-Shortley phase, and $P_l(1)=1$. The claim is that for every $\mathbf n$

$$\int f(\mathbf n\cdot\mathbf n')\,Y_{lm}(\mathbf n')\,d\Omega'=\lambda_l\,Y_{lm}(\mathbf n),\qquad \lambda_l=2\pi\int_{-1}^{1}f(t)P_l(t)\,dt. \tag{1}$$

Choose unit vectors $\mathbf e_1,\mathbf e_2$ orthogonal to $\mathbf n$ and to each other, and write

$$\mathbf n'=t\,\mathbf n+\sqrt{1-t^2}\,(\cos\varphi\,\mathbf e_1+\sin\varphi\,\mathbf e_2).$$

Then $t=\mathbf n\cdot\mathbf n'=\cos\vartheta$, where $\vartheta$ is the angle from $\mathbf n$. The area element $\sin\vartheta\,d\vartheta\,d\varphi$ is the same for every choice of polar axis. Because $dt=-\sin\vartheta\,d\vartheta$, and $t$ falls from $1$ to $-1$ as $\vartheta$ rises from $0$ to $\pi$, it becomes $dt\,d\varphi$ with $t$ running upwards from $-1$ to $1$. Hence

$$\int|f(\mathbf n\cdot\mathbf n')|\,d\Omega'=2\pi\int_{-1}^{1}|f(t)|\,dt,$$

which is finite. As $Y$ is bounded, the integral in (1) converges absolutely, and by Fubini's theorem the integration over $\varphi$ may be done first. With the circle mean

$$A(t)=\frac1{2\pi}\int_0^{2\pi}Y(\mathbf n'(t,\varphi))\,d\varphi$$

this gives

$$\int f(\mathbf n\cdot\mathbf n')Y(\mathbf n')\,d\Omega'=2\pi\int_{-1}^{1}f(t)A(t)\,dt. \tag{2}$$

It remains to find $A$. A harmonic of degree $l$ is a smooth eigenfunction of the angular Laplacian with eigenvalue $-l(l+1)$. The Laplacian has the same form in polar coordinates about any axis, so in the coordinates just introduced

$$\frac{\partial}{\partial t}\left[(1-t^2)\frac{\partial Y}{\partial t}\right]+\frac1{1-t^2}\frac{\partial^2Y}{\partial\varphi^2}+l(l+1)Y=0.$$

Average this over $\varphi$. The second term integrates to the difference of $\partial Y/\partial\varphi$ at $2\pi$ and at $0$, which vanishes by periodicity. What is left is Legendre's equation,

$$[(1-t^2)A']'+l(l+1)A=0. \tag{3}$$

$P_l$ obeys the same equation. Multiply (3) by $P_l$, multiply the equation for $P_l$ by $A$, and subtract. The terms with $l(l+1)$ cancel:

$$P_l[(1-t^2)A']'-A[(1-t^2)P_l']'=0.$$

The left side is the derivative of

$$W=(1-t^2)(P_lA'-AP_l'),$$

because the extra terms $\pm(1-t^2)P_l'A'$ from the product rule cancel. So $W$ is constant. Its value follows from the pole $t\to1$. From $dA/dt=-(dA/d\vartheta)/\sin\vartheta$ we have $(1-t^2)A'=-\sin\vartheta\,dA/d\vartheta$. The derivative $dA/d\vartheta$ is bounded since $Y$ is smooth, so this tends to zero. The other term, $(1-t^2)AP_l'$, also tends to zero because $P_l$ is a polynomial. Thus $W=0$ throughout.

At any interior point the pairs $(A,A')$ and $(P_l,P_l')$ are then proportional. The second pair is not $(0,0)$, for otherwise $P_l$ would vanish identically. A solution of a second-order linear equation is fixed by its value and slope at one interior point, so $A=cP_l$ on the whole interval. At $t=1$ we have $A(1)=Y(\mathbf n)$ and $P_l(1)=1$, so $c=Y(\mathbf n)$ and

$$\frac1{2\pi}\int_0^{2\pi}Y(\mathbf n'(t,\varphi))\,d\varphi=P_l(t)\,Y(\mathbf n). \tag{4}$$

Inserting (4) in (2) gives (1), for every harmonic of degree $l$ and hence for each $Y_{lm}$.

Equation (4) also bounds the Legendre polynomials. Let $\mathbf n$ be a point where $|Y|$ is largest. An average cannot exceed the largest modulus, so $|P_l(t)|\,|Y(\mathbf n)|\le|Y(\mathbf n)|$, and therefore $|P_l(t)|\le1$ on $[-1,1]$.

The condition on $f$ admits kernels that are not square integrable. The inverse distance between two points of the unit sphere is $1/|\mathbf n-\mathbf n'|=(2-2t)^{-1/2}$. Its square, $1/[2(1-t)]$, has a divergent integral, but the kernel itself is integrable. For $0\le r<1$ the generating function is

$$\frac1{\sqrt{1-2rt+r^2}}=\sum_{k=0}^{\infty}r^kP_k(t).$$

The bound $|P_k|\le1$ makes the series converge uniformly in $t$, so it may be multiplied by $P_l$ and integrated term by term. With $\int_{-1}^1P_kP_l\,dt=2\delta_{kl}/(2l+1)$,

$$\int_{-1}^{1}\frac{P_l(t)\,dt}{\sqrt{1-2rt+r^2}}=\frac{2r^l}{2l+1}.$$

Now let $r\to1$. Since $1-2rt+r^2=(1-r)^2+2r(1-t)\ge 1-t$ for $r\ge\tfrac12$, the integrand is bounded by the integrable function $(1-t)^{-1/2}$, and the limit may be taken inside. The result is $\lambda_l=4\pi/(2l+1)$. In Gaussian units this is the factor that turns a surface charge density of degree $l$ on a unit sphere into its potential on that sphere.

The kernel $1/(1-t)$ lies outside the theorem. If the region $1-t<\epsilon$ is cut out, the integral for $l=0$ is $2\pi\ln(2/\epsilon)$, which grows by $2\pi\ln100\approx28.94$ each time $\epsilon$ is made a hundred times smaller. For other $l$ the cut integral for $\lambda_l$ diverges in the same way, because $P_l\to1$ at $t=1$. By (4) the cut integral over the sphere is this number times $Y(\mathbf n)$, so it diverges wherever $Y(\mathbf n)\neq0$.

The dependence on $\mathbf n\cdot\mathbf n'$ alone matters as well. Take the kernel $f(\mathbf n\cdot\mathbf n')(1+z'/2)$, where $z'$ is the component of $\mathbf n'$ along the laboratory axis. Acting on $Y_{21}$, it applies $f$ to $(1+z'/2)Y_{21}$. With $\theta,\phi$ the laboratory angles and $z=\cos\theta$, $Y_{21}$ is proportional to $z\sin\theta\,e^{i\phi}$, and

$$z^2\sin\theta\,e^{i\phi}=\tfrac15(5z^2-1)\sin\theta\,e^{i\phi}+\tfrac15\sin\theta\,e^{i\phi}.$$

The two parts have degrees 3 and 1, so the output is not proportional to $Y_{21}$ unless $\lambda_1=\lambda_3=0$. For the exponential kernel of the example below, the part of the output orthogonal to $Y_{21}$ has a root-mean-square size of 0.31 relative to the whole output.

For smoothing, let $h$ be integrable on the sphere, with coefficients $h_{lm}=\int Y_{lm}^*h\,d\Omega$, and let

$$g(\mathbf n)=\int f(\mathbf n\cdot\mathbf n')h(\mathbf n')\,d\Omega'.$$

The double integral for $g_{lm}$ converges absolutely, since it is bounded by $\max|Y_{lm}|\cdot2\pi\int|f|dt\cdot\int|h|d\Omega$. The order of integration may be exchanged:

$$g_{lm}=\int h(\mathbf n')\left[\int f(\mathbf n'\cdot\mathbf n)Y_{lm}^*(\mathbf n)\,d\Omega\right]d\Omega'=\lambda_lh_{lm}. \tag{5}$$

The last step uses (1) for $Y_{lm}^*$, which is also a harmonic of degree $l$. Smoothing thus multiplies each coefficient by a number, and a component with $\lambda_l=0$ is lost.

The mean of $h$ over the sphere is $h_{00}/\sqrt{4\pi}$, so it is preserved if

$$\lambda_0=2\pi\int_{-1}^{1}f\,dt=1.$$

If $h$ is square integrable, completeness of the harmonics gives the variance of $g$ over the sphere. The term $l=0$ is the mean and drops out:

$$\mathrm{Var}(g)=\frac1{4\pi}\sum_{l\ge1}\sum_{m=-l}^{l}|\lambda_lh_{lm}|^2. \tag{6}$$

Suppose from here on that $f\ge0$ and $\lambda_0=1$. Then $2\pi f(t)$ is a probability density in $t$, and $\lambda_l=\langle P_l(t)\rangle$ is an average with that density. To see that every component with $l\ge1$ is weakened, put $L=l(l+1)$ and consider

$$U=P_l^2+\frac{(1-t^2)P_l'^2}{L}.$$

Its derivative is

$$U'=2P_lP_l'+\frac{2(1-t^2)P_l'P_l''-2tP_l'^2}{L}.$$

Legendre's equation gives $(1-t^2)P_l''=2tP_l'-LP_l$. The terms in $P_lP_l'$ cancel, and $4t-2t=2t$ leaves $U'=2tP_l'^2/L$. As $P_l'$ has finitely many zeros, $U$ rises strictly from $t=0$ to $t=1$, where it equals 1. So $P_l^2\le U<1$ for $0\le t<1$, and the parity of $P_l$ extends this to $-1<t<0$. The average of a quantity whose modulus is below 1 inside the interval gives $|\lambda_l|<1$.

A lower bound on $\lambda_l$ needs a relation between derivatives, which follows from Rodrigues' formula $P_l=D^l(t^2-1)^l/(2^ll!)$ with $D=d/dt$. For $l\ge1$, two differentiations and $t^2=(t^2-1)+1$ give

$$D^2(t^2-1)^{l+1}=2(l+1)\left[(2l+1)(t^2-1)^l+2l(t^2-1)^{l-1}\right].$$

Apply $D^l$ and divide by $2^{l+1}(l+1)!$. The left side becomes $P_{l+1}'$, the first term on the right $(2l+1)P_l$, and the second $P_{l-1}'$:

$$(2l+1)P_l=P_{l+1}'-P_{l-1}'. \tag{7}$$

Repeated use of (7) yields $P_l'=(2l-1)P_{l-1}+(2l-5)P_{l-3}+\dots$, ending with $3P_1$ or $P_0$. All coefficients are positive and $|P_k|\le1=P_k(1)$, so $|P_l'(t)|\le P_l'(1)$. Legendre's equation at $t=1$ reads $-2P_l'(1)+L=0$, so $P_l'(1)=L/2$. Integrating $P_l'$ from $t$ to 1 gives $1-P_l(t)\le L(1-t)/2$, and averaging gives

$$\lambda_l\ge1-\frac{l(l+1)}2\langle1-t\rangle. \tag{8}$$

Patterns with $l(l+1)\langle1-t\rangle\ll1$ therefore pass almost unchanged. For a narrow kernel $1-t\approx\vartheta^2/2$, and the loss is at most about $l(l+1)\langle\vartheta^2\rangle/4$.

At the other end, $\lambda_l\to0$ as $l\to\infty$. A polynomial $p$ of degree below $l$ is orthogonal to $P_l$, so

$$|\lambda_l|=2\pi\left|\int_{-1}^1(f-p)P_l\,dt\right|\le2\pi\int_{-1}^1|f-p|\,dt,$$

and polynomials approximate any integrable $f$ as closely as desired in this sense. The limit does not fix the sign of $\lambda_l$ on the way, and here two natural kernels differ.

The first is the plain average over a cap of angular radius $\alpha$. With $a=\cos\alpha$, $f=1/[2\pi(1-a)]$ for $t>a$ and zero otherwise. Integrating (7) from $a$ to 1, where the upper limit gives $1-1=0$, we find for $l\ge1$

$$\lambda_l^{\rm cap}=\frac{P_{l-1}(a)-P_{l+1}(a)}{(2l+1)(1-a)}. \tag{9}$$

For $l=1$, $P_2(a)=(3a^2-1)/2$ gives $\lambda_1=(1+a)/2$, hence $\langle1-t\rangle=1-\lambda_1=(1-a)/2$. The eigenvalue is the mean of $P_l$ over the cap. It is negative when the rings on which $P_l<0$ outweigh those on which $P_l>0$.

The second is the exponential, or von Mises-Fisher, kernel

$$f(t)=\frac{\kappa e^{\kappa t}}{4\pi\sinh\kappa},\qquad\kappa>0.$$

Since $\int_{-1}^1e^{\kappa t}dt=2\sinh\kappa/\kappa$, it has $\lambda_0=1$. Put $N=\kappa/(2\sinh\kappa)$, so that $\lambda_l=N\int e^{\kappa t}P_l\,dt$. Differentiating the integral of $e^{\kappa t}$ with respect to $\kappa$ gives

$$\lambda_1=N\left(\frac{2\cosh\kappa}{\kappa}-\frac{2\sinh\kappa}{\kappa^2}\right)=\coth\kappa-\frac1\kappa.$$

For higher degrees, insert (7) and integrate by parts. The boundary term vanishes because $P_{l+1}$ and $P_{l-1}$ agree at $t=\pm1$. What remains is $(2l+1)\lambda_l=-\kappa(\lambda_{l+1}-\lambda_{l-1})$, or

$$\lambda_{l+1}=\lambda_{l-1}-\frac{2l+1}{\kappa}\lambda_l. \tag{10}$$

The sign is not evident from (10), but Rodrigues' formula shows it. Integrate by parts $l$ times. The boundary terms vanish, since fewer than $l$ derivatives of $(t^2-1)^l$ leave a factor $t^2-1$. Each step gives a factor $-\kappa$, and $(-1)^l(t^2-1)^l=(1-t^2)^l$, so

$$\lambda_l=\frac{N\kappa^l}{2^ll!}\int_{-1}^{1}e^{\kappa t}(1-t^2)^l\,dt>0. \tag{11}$$

The exponential kernel weakens each component with $l\ge1$ and inverts none.

For a numerical comparison take $\alpha=30^\circ$, so $a=0.86603$ and $\langle1-t\rangle=0.06699$. Giving the exponential kernel the same $\langle1-t\rangle$, which means the same $\lambda_1$, requires $\kappa=14.928$. From (9), $\lambda_2^{\rm cap}=a(1+a)/2=0.8080$. From (10), $\lambda_2^{\rm exp}=1-3(0.93301)/14.928=0.8125$. Both lie above the bound (8), $1-3(0.06699)=0.7990$. Further values are:

| $l$ | cap | exponential |
|---|---|---|
| 1 | 0.9330 | 0.9330 |
| 2 | 0.8080 | 0.8125 |
| 5 | 0.2697 | 0.3579 |
| 7 | −0.0175 | 0.1498 |
| 9 | −0.1303 | 0.0492 |
| 12 | −0.0436 | 0.0060 |

The cap eigenvalues are negative for all degrees from 7 to 12. Near $l=400$ they still change sign, with a period of about 12 in $l$. The value at $l=400$, about $5\times10^{-4}$, is a peak of this oscillation and shows how far its amplitude has fallen.

Apply both kernels to the model field, in arbitrary units,

$$h=10+4R_{2,1}+3R_{9,4},\qquad R_{lm}=\sqrt2\,\mathrm{Re}\,Y_{lm}.$$

For $m\neq0$ the integral of $Y_{lm}^2$ over the sphere vanishes, so $\int R_{lm}^2d\Omega=\int|Y_{lm}|^2d\Omega=1$. Follow the field at $\theta=33^\circ$, $\phi=0$, which to the nearest degree is a crest of the fine pattern $3R_{9,4}$. There the coarse part is $-1.996$ and the fine part $+2.146$, so $h=10.149$. After smoothing, the values are

$$g_{\rm cap}=10+0.8080(-1.996)-0.1303(2.146)=10-1.613-0.280=8.107,$$

$$g_{\rm exp}=10+0.8125(-1.996)+0.0492(2.146)=10-1.622+0.105=8.484,$$

where the last digits come from unrounded factors. The coarse parts differ by only 0.009. The fine parts have opposite signs: the cap average has turned the crest of the fine pattern into a trough, while the exponential kernel has left a weak crest. The same factor acts at every point, so the cap inverts the whole degree-9 pattern.

The variance does not reveal this, because (6) contains $|\lambda_l|^2$. Before smoothing it is $(16+9)/(4\pi)=1.989$. Afterwards it is

$$\mathrm{Var}_{\rm cap}=\frac{16(0.8080)^2+9(0.1303)^2}{4\pi}=0.843,$$

$$\mathrm{Var}_{\rm exp}=\frac{16(0.8125)^2+9(0.0492)^2}{4\pi}=0.842.$$

The near equality belongs to this choice of amplitudes: the exponential kernel keeps slightly more of the coarse part and less of the fine part, and the two differences almost cancel. Direct integration over the sphere, without the eigenvalues, reproduces the smoothed values at the crest and both variances in the numerical check.

## Calculated quantities

```
cap radius alpha = 30.0 degrees
a = cos(alpha) = 0.866025 (dimensionless)
<1-t>, both kernels = 0.066987 (dimensionless)
matched kappa = 14.92820 (dimensionless)
eigenvalues (dimensionless):  l   cap   exponential
   0  +1.000000  +1.000000
   1  +0.933013  +0.933013
   2  +0.808013  +0.812500
   3  +0.641446  +0.660877
   4  +0.454507  +0.502608
   5  +0.269699  +0.357862
   6  +0.107314  +0.238913
   7  -0.017540  +0.149808
   8  -0.096859  +0.088385
   9  -0.130322  +0.049157
  10  -0.124501  +0.025821
  11  -0.090945  +0.012834
  12  -0.043576  +0.006047
degrees up to 12 with negative cap eigenvalue: [7, 8, 9, 10, 11, 12]
lower bound on lambda_2 = 0.799038 (dimensionless)
cap eigenvalue at l = 400: 5.25e-04 (dimensionless)
1/(1-t): growth per 100-fold smaller cut = 28.9351
z'-dependent kernel: relative residual for Y_21 = 0.3066
field values below in the arbitrary unit of h
mean, coarse and fine amplitudes = 10.0, 4.0, 3.0
crest of fine part: theta = 33 degrees, phi = 0 degrees
raw: coarse -1.99619, fine +2.14552, total 10.14934
cap: coarse -1.61294, fine -0.27961, total 8.10745
exponential: coarse -1.62190, fine +0.10547, total 8.48357
direct integration at crest: cap 8.10745, exponential 8.48357
variances below in the square of that unit, by direct integration
raw 1.989437, cap 0.843442, exponential 0.842268
variance from eigenvalues: cap 0.843442, exponential 0.842268
```
